# How a Cylindrical Liner Changes Silicon Stress Around a Via

A core of radius 5 µm is cooled by 200 K inside silicon. A liner with a Young modulus of 3 GPa, against 120 GPa for the core, separates the two; it expands by 43 ppm/K, against 17 for the core and 3 for the silicon model. At a fixed point in the silicon, a 1 µm liner reduces the stress to 0.53 of its value without a liner. A 4 µm liner reduces it only to 0.83. Yet the stress at the silicon wall falls throughout this change, from 0.37 to 0.26 of the unlined value. Thickening this liner from 1 to 4 µm therefore gives less protection by one measure and more by the other. The theorem below accounts for both results.

## Assumptions and statement

The core occupies $r<a$, the liner $a<r<b$, and silicon $r>b$. The liner thickness is $t=b-a$. The cylinders are infinitely long and perfectly bonded. Each material is isotropic and linear elastic, with Young modulus $E$, Poisson ratio $\nu$ and expansion coefficient $\alpha$. The temperature changes uniformly by $\Delta T$ from a stress-free state. Tension is positive.

"Plane strain" here means that all materials share one uniform axial strain. The wafer is very wide and carries no net axial force, which determines that strain in Lemma 1.

Let $\lambda$ and $\mu$ be the Lamé constants, $\mu$ being the shear modulus, and define

$$
k=\lambda+\mu=\frac{E}{2(1+\nu)(1-2\nu)},\qquad M=k+\mu=\lambda+2\mu .
$$

Here $k$ is the plane-strain bulk modulus, and $M$ is the stiffness against stretching in one direction with no lateral strain. Subscripts $f$ and $s$ denote core and silicon; elastic constants without a subscript belong to the liner. The thermal mismatches relative to silicon are

$$
\eta_i=(1+\nu_i)(\alpha_i-\alpha_s)\Delta T,\qquad i=f,l,
$$

with $l$ for the liner and $\eta_f\ne0$. Finally, $q=a^2/b^2$ and $x=b^2/a^2-1=(1-q)/q$.

**Theorem.** The silicon stress is

$$
\sigma_r=-\sigma_\theta=S\frac{b^2}{r^2},\qquad \sigma_z=0 .
$$

Without a liner, the wall stress around the same core is

$$
S_0=-\frac{2\mu_s k_f\eta_f}{k_f+\mu_s}.
$$

At any fixed position in the silicon, the liner multiplies the stress by

$$
F=\frac{Sb^2}{S_0a^2}=(1+cx)T,\qquad T=\frac1{1+g(1-q)},
$$

where

$$
g=\frac{(k_f-k)(\mu_s-\mu)}{M(k_f+\mu_s)},\qquad
c=\frac{k(k_f+\mu)}{k_fM}\frac{\eta_l}{\eta_f}.
$$

The factor $T$ is the elastic transmission of the core's mismatch. The term $cx$ is the load added by the liner's own thermal mismatch.

## Lemma 1: the field in each cylinder

*Measured from the free expansion of silicon, the axial strain vanishes in the wide-wafer limit, and in each cylinder*

$$
u=Ar+\frac Br,\qquad
\sigma_{r,\theta}=2k(A-\eta)\mp\frac{2\mu B}{r^2},
$$

*with the upper sign for $\sigma_r$.*

**Proof.** Subtract the uniform strain $\alpha_s\Delta T$ from all three directions. This strain leaves silicon stress-free, and the other materials retain the free strain $e=(\alpha-\alpha_s)\Delta T$.

Let the remaining axial strain be $\delta$ in a wafer of outer radius $R$. At $\delta=0$, the inclusion produces a bounded axial force: its own area is fixed, and the free outer edge adds only a silicon stress of order $b^2/R^2$ over an area of order $R^2$. The restoring force due to $\delta$ grows as $E_s\pi R^2\delta$. Zero total force thus requires $\delta=O(b^2/R^2)$, which tends to zero.

With $\varepsilon_r=u'$, $\varepsilon_\theta=u/r$ and no remaining axial strain, Hooke's law gives

$$
\sigma_r=(\lambda+2\mu)u'+\lambda\frac ur-(3\lambda+2\mu)e,
$$

$$
\sigma_r-\sigma_\theta=2\mu\left(u'-\frac ur\right).
$$

Radial equilibrium is $\sigma_r'+(\sigma_r-\sigma_\theta)/r=0$. Since $e$ is constant within a material, substitution yields

$$
(\lambda+2\mu)u''+(\lambda+2\mu)\left(\frac{u'}r-\frac u{r^2}\right)=0 .
$$

The two independent solutions are $r$ and $1/r$. For their sum, $u'=A-B/r^2$ and $u/r=A+B/r^2$. Because $\nu=\lambda/[2(\lambda+\mu)]$, we have $\lambda=2\nu k$, so

$$
3\lambda+2\mu=2k+\lambda=2k(1+\nu).
$$

The thermal term is therefore $2k(1+\nu)e=2k\eta$. Inserting these expressions gives the stated stresses. ∎

In silicon, $\eta=0$ and decay at large $r$ requires $A=0$. Hence $\varepsilon_r+\varepsilon_\theta=0$ and $\sigma_z=0$. The field is pure in-plane shear and falls as $1/r^2$, with $S=-2\mu_sB_s/b^2$.

## Lemma 2: the interface equations

*Let $X=A-\eta_l$ and $Y=B/b^2$ in the liner. Then*

$$
(\mu_s+k)X+(\mu_s-\mu)Y=-\mu_s\eta_l,
$$

$$
q(k_f-k)X+(k_f+\mu)Y=qk_f(\eta_f-\eta_l).
$$

**Proof.** Displacement and radial stress are continuous across a bonded interface. At the outer face, the liner has

$$
\frac{u(b)}b=X+\eta_l+Y,\qquad S=2kX-2\mu Y .
$$

The silicon solution requires $u(b)/b=-S/(2\mu_s)$. Equating the displacements and multiplying by $\mu_s$ gives the first equation.

The core has $B=0$, since its displacement must be finite at the axis. Its radial stress $\sigma_a$ is uniform, with $u(a)/a=\eta_f+\sigma_a/(2k_f)$. At the inner face $B/a^2=Y/q$, so the liner gives

$$
\frac{u(a)}a=X+\eta_l+\frac Yq,\qquad
\sigma_a=2kX-\frac{2\mu Y}{q}.
$$

Equating displacements and multiplying by $qk_f$ gives the second equation. ∎

## Proof of the theorem

The determinant of the two equations is

$$
D=(\mu_s+k)(k_f+\mu)-q(k_f-k)(\mu_s-\mu).
$$

At $q=1$, expansion gives $k_f\mu+k_fk+\mu_s\mu+\mu_sk=M(k_f+\mu_s)$. Restoring the part proportional to $1-q$,

$$
D=M(k_f+\mu_s)+(1-q)(k_f-k)(\mu_s-\mu).
$$

The first form is positive when the product of differences is negative or zero; the second is positive when that product is positive. The solution is therefore unique. Cramer's rule gives

$$
DX=-\mu_s(k_f+\mu)\eta_l-qk_f(\mu_s-\mu)(\eta_f-\eta_l),
$$

$$
DY=q\left[k_f(\mu_s+k)(\eta_f-\eta_l)+\mu_s(k_f-k)\eta_l\right].
$$

Form $DS/2=kDX-\mu DY$. The coefficient of $\eta_f$ is

$$
-qk_f[k(\mu_s-\mu)+\mu(\mu_s+k)]=-qk_f\mu_sM .
$$

The coefficient of $\eta_l$ is

$$
-\mu_s\left[k(k_f+\mu)-qk_fM+q\mu(k_f-k)\right].
$$

In the bracket, the terms in $q$ combine to $-qk(k_f+\mu)$, because the two terms $qk_f\mu$ cancel. Thus

$$
S=-\frac{2\mu_s}{D}\left[qk_fM\eta_f+(1-q)k(k_f+\mu)\eta_l\right].
$$

Setting $q=1$ removes the liner and gives $S_0$. Since $b^2/a^2=1/q$, division yields

$$
F=\frac{S}{qS_0}
=\frac{M(k_f+\mu_s)}D
\left[1+\frac{1-q}{q}\frac{k(k_f+\mu)\eta_l}{k_fM\eta_f}\right].
$$

The first factor is $T$, and the bracket is $1+cx$. ∎

## Modulus: when compliance helps

**Corollary 1.** *The liner shields elastically, $T<1$, if and only if $(k_f-k)(\mu_s-\mu)>0$. At fixed $\nu$, and while $k<k_f$ and $\mu<\mu_s$, lowering $E$ lowers $T$. If $\eta_l/\eta_f\ge0$, it also lowers $F$.*

**Proof.** The first claim is the sign of $g$. At fixed $\nu$, the quantities $k$, $\mu$ and $M$ are proportional to $E$. Lowering $E$ increases both positive differences in $g$ and decreases its denominator, so $g$ rises and $T$ falls. Using $M/k=1+\mu/k=2(1-\nu)$,

$$
c=\frac{1}{2(1-\nu)}\left(1+\frac{\mu}{k_f}\right)\frac{\eta_l}{\eta_f}.
$$

For a nonnegative mismatch ratio, $c$ cannot rise as $E$ falls. Hence $F$ falls. ∎

As $E\to0$ at fixed thickness and $\nu<1/2$, $g$ grows as $1/M$, so both $T$ and $F$ vanish in proportion to $E$. But if $\eta_l\ne0$, $c$ approaches a nonzero value: a soft liner's thermal load does not disappear relative to the core's load. Both are reduced by the same factor $T$.

For a 0.5 µm liner, reducing $E$ from 10 to 3 to 1 GPa changes $T$ from 0.706 to 0.393 to 0.173. The total factor changes from 1.039 to 0.576 to 0.254. At 10 GPa the liner shields the core's load, yet the stress at fixed position rises slightly, because $1+cx=F/T=1.47$ exceeds $1/T=1.42$.

**Remark: nearly incompressible liners.** Young modulus alone does not measure compliance here. As $\nu\to1/2$ at fixed $E$, $\mu\to E/3$, while $k$ and $M$ diverge with $k/M\to1$. Then

$$
g\to-\frac{\mu_s-\mu}{k_f+\mu_s},
$$

and $T>1$ if $\mu<\mu_s$. An incompressible liner conserves cross-sectional area, so $au(a)=bu(b)$ when its own thermal mismatch is absent. The core's area change passes undiminished to the silicon. The soft annulus also resists that change less than the silicon it replaces, so the change is larger.

The crossing $T=1$ occurs at $k=k_f$. With $w=E/(2k_f)$, the definition of $k$ becomes $1-\nu-2\nu^2=w$, whose positive root is

$$
\nu=\frac{-1+\sqrt{9-8w}}4 .
$$

For $E=3$ GPa this is 0.4966. The calculated $T$ is 0.911 at $\nu=0.49$ and 1.038 at $\nu=0.499$.

**Remark: stiff liners.** Two negative differences also make $g$ positive. In the rigid limit at fixed $\nu<1/2$, $g$ grows with $E$ and $T\to0$: the core cannot move the liner, so its mismatch does not reach the silicon. A liner with $E=600$ GPa and $\nu=0.30$, with no thermal mismatch to silicon, gives $T=0.932$ at 0.5 µm. This concerns $T$ only: $c$ grows with $\mu$, so the same stiff liner with $\alpha=43$ ppm/K gives $F=1.92$.

## Thickness: the thin limit and the best value

For a thin liner, $1-q\simeq2t/a$. If also $k\ll k_f$ and $\mu\ll\mu_s$, then to leading order

$$
T\simeq\frac1{1+t/t_c},\qquad
t_c=\frac{aM}{2}\left(\frac1{k_f}+\frac1{\mu_s}\right).
$$

This is a series-spring law. A radial stress $\sigma$ stretches the liner by $\sigma t/M$, because its stiff neighbours suppress hoop strain in comparison with radial strain. Adding the core, silicon and liner contributions gives

$$
\sigma\left(\frac1{2k_f}+\frac1{2\mu_s}+\frac{t}{aM}\right)=-\eta_f ,
$$

which reproduces $T$. In $T$, thickness and modulus enter through $t/M$; the factor $1+cx\simeq1+2ct/a$ in $F$ depends on $t$ separately. Outside this limit $T$ saturates: when $g>0$, it decreases with thickness towards $1/(1+g)$, not towards zero.

**Corollary 2.** *Let $c>0$. A liner lowers the stress at fixed position if and only if $0<x<g/c-1$. When $g>c$, the lowest stress occurs at*

$$
x_*=\frac{\sqrt{g(1+g-c)/c}-1}{1+g},\qquad
t_*=a(\sqrt{1+x_*}-1).
$$

**Proof.** Since $1-q=x/(1+x)$, the condition $F<1$ reads $1+cx<1+gx/(1+x)$. For $x>0$ this is $c(1+x)<g$, the stated interval. Next write

$$
F=\frac{(1+cx)(1+x)}{1+(1+g)x}.
$$

The denominator is positive because

$$
1+g=\frac{(\mu_s+k)(k_f+\mu)}{M(k_f+\mu_s)}>0 .
$$

The numerator of $dF/dx$ is

$$
(1+c+2cx)[1+(1+g)x]-(1+g)[1+(1+c)x+cx^2]
$$

$$
=c-g+2cx+c(1+g)x^2 .
$$

Set this to zero, multiply by $(1+g)/c$, and add 1 to both sides after moving the constant:

$$
[1+(1+g)x]^2=1+\frac{(g-c)(1+g)}c=\frac{g(1+g-c)}c .
$$

For $g>c$ the right side exceeds 1, so there is one positive root. The derivative changes from negative to positive there, which makes it the minimum. ∎

At large $x$, $F$ grows as $cx/(1+g)$. Elastic shielding has saturated, while the area of thermally mismatched liner keeps growing. If $c<0$, the two thermal loads oppose each other, and the silicon stress vanishes at $x=-1/c$.

**Corollary 3.** *The wall-stress ratio is*

$$
\frac S{S_0}=\frac F{1+x}=\frac{1+cx}{1+(1+g)x},
$$

*and it decreases with thickness if and only if $c<1+g$.*

**Proof.** The relation to $F$ follows from $S/S_0=qF$. The derivative of the last fraction has numerator $c-(1+g)$ and a positive squared denominator. ∎

The statement concerns the signed ratio. For $c<0$ the ratio passes through zero at $x=-1/c$, and beyond that point its magnitude grows towards $|c|/(1+g)$.

The same ratio applies to the whole silicon field when the hole radius $b$ is fixed and the liner replaces core material, because $S_0$ does not depend on radius. Thus $F$ compares equal cores, while $S/S_0$ compares equal holes or local wall stresses.

## Worked example

The parameters are round model values. The core has $E=120$ GPa, $\nu=0.35$ and $\alpha=17$ ppm/K; the liner has 3 GPa, 0.35 and 43 ppm/K; the silicon model has 160 GPa, 0.25 and 3 ppm/K. The dimensions are $a=5$ µm and $t=0.5$ µm, with $\Delta T=-200$ K. Micrometres and pascals are the natural units here.

The moduli are $k_f=148.15$, $\mu_s=64.00$, $k=3.704$, $\mu=1.111$ and $M=4.815$ GPa. The core mismatch is

$$
\eta_f=1.35(14\times10^{-6})(-200)=-3.78\times10^{-3},
$$

so that

$$
S_0=\frac{2(64.00)(148.15)(3.78\times10^{-3})}{212.15}\ \text{GPa}=338\ \text{MPa}.
$$

The sign is tensile because the core contracts more than silicon. The two dimensionless numbers are

$$
g=\frac{(144.45)(62.89)}{(4.815)(212.15)}=8.89,
$$

$$
c=\frac{3.704}{4.815}\left(1+\frac{1.111}{148.15}\right)\frac{40}{14}=2.21 .
$$

With $x=1.1^2-1=0.21$ and $1-q=0.21/1.21=0.174$,

$$
T=\frac1{1+8.89(0.174)}=0.393,
$$

$$
F=[1+2.21(0.21)](0.393)=0.576 .
$$

The wall stress is $S=338(0.576)/1.21=161$ MPa, or 0.476 of $S_0$.

The radial stress in the core is 165 MPa, almost the same as at the silicon wall. The reduction is therefore not a large stress drop across the liner. It comes from displacement taken up within the liner. Relative to freely contracting silicon, the faces move by

$$
u(a)=5\left(-3.78\times10^{-3}+\frac{0.1652}{2(148.15)}\right)\text{µm}=-16.1\ \text{nm},
$$

$$
u(b)=-\frac{5.5(0.1608)}{2(64.00)}\ \text{µm}=-6.9\ \text{nm}.
$$

The liner thickens by 9.2 nm in this frame, a radial strain of about 1.8%. Without stress it would have contracted by 0.8% in the same frame, so the strain that produces stress is about 2.6%. Its hoop stress at the inner face is 115 MPa, so liner strength and linearity need their own assessment.

The thin-liner scale is $t_c=0.269$ µm. It predicts $T=0.350$, about 11% below the full value. Reducing both thickness and modulus tenfold keeps $t/t_c$ fixed and reduces the absolute error in $T$ from 0.043 to 0.004, as expected for a leading-order limit.

The best thickness follows from

$$
x_*=\frac{\sqrt{8.893(7.679)/2.214}-1}{9.893}=0.460,
$$

which gives $t_*=1.04$ µm and $F=0.531$. This is the turning point behind the opening numbers. The wall stress keeps falling because $c=2.21$ is smaller than $1+g=9.89$.

A different liner, with $E=30$ GPa, $\nu=0.35$ and $\alpha=63$ ppm/K, has $g=0.575$ and $c=3.54$. Its elastic transmission is 0.909, but $c>1+g$. At 0.5 µm it raises the stress at fixed position by 59% and the wall stress by 31%.

For a chosen limit $\sigma_c$ on $|\sigma_r|$, the radius at which the limit is reached is $a\sqrt{|S_0F|/\sigma_c}$, provided it lies outside the liner. At 50 MPa it shrinks from 13.0 to 9.9 µm with the original 0.5 µm liner. These radii hold deep inside a thick wafer, not at its surface.

## Numerical evidence and limits of validity

The general expression for $S$ was checked symbolically against the interface conditions. Separately, the thermoelastic energy of a wide cylinder was minimized with a free outer surface and a free uniform axial strain, without assuming the $1/r^2$ field. For the main example, the largest stress difference in the silicon within $r<5b$ was $3.2\times10^{-6}$ of the wall stress. The axial strain agreed with silicon's free strain to about four parts per million. A direct search also reproduced the best thickness. The numerical output lists the scans.

These checks establish the solution of the stated model, not the accuracy of that model for a device. Near a wafer surface, axial stress must vanish locally and the long-cylinder solution fails. The change is not small. For the example materials, take the in-plane shear $(\sigma_r-\sigma_\theta)/2$ at 12 µm from the axis and divide it by its unlined value. Just below the surface of a very thick wafer this ratio is about 0.66, 0.63, 0.70 and 1.07 for liners of 0.5, 1, 2 and 4 µm, against $F=0.58$, 0.53, 0.58 and 0.83 in the interior. A soft liner also lets the core's axial strain depart from that of silicon over a distance that grows with liner thickness. In a 50 µm wafer the shared axial strain fails even at mid-depth, where the same ratios are about 0.51, 0.47, 0.53 and 0.79. Crystalline silicon is elastically anisotropic: its shear modulus ranges from about 51 to 80 GPa with direction. Using these two values for $\mu_s$ in the isotropic formula moves $F$ at 0.5 µm from 0.64 to 0.52 and $t_*$ from 0.97 to 1.10 µm. Neighbouring vias add their own fields. In the worked example, the core's axial and in-plane stresses differ by about 0.29 GPa, compared with 0.23 GPa without the liner. A soft metal core can yield at such values, so the elastic results there should be read as model values. Plastic flow, liner relaxation and debonding make the stress depend on history or break the assumed continuity. In such cases the formula for $F$ is not a reliable prediction, and the effect of the liner needs a separate calculation.

## Numbers as computed

```
core radius a = 5.00 um, liner t = 0.50 um
temperature change = -200 K
core: E = 120 GPa, nu = 0.35, alpha = 17 ppm/K
liner: E = 3 GPa, nu = 0.35, alpha = 43 ppm/K
silicon model: E = 160 GPa, nu = 0.25, alpha = 3 ppm/K
core k_f = 148.15 GPa, silicon mu_s = 64.00 GPa
liner k = 3.704, mu = 1.111, M = 4.815 GPa
g = 8.893, c = 2.214, x = 0.210 (dimensionless)
bare wall stress S0 = 337.9 MPa
lined wall stress S = 160.8 MPa
elastic T = 0.3932, total F = 0.5760, S/S0 = 0.4760
core in-plane stress = 165.2 MPa
liner hoop stress at r=a = 114.9 MPa
largest field error / S = 3.2e-06
axial strain / silicon free strain = 1.000004
Thickness scan, E = 3 GPa: t(um), T, F, S/S0
  0.25  0.5474  0.6716  0.6092
  0.50  0.3932  0.5760  0.4760
  1.00  0.2690  0.5311  0.3688
  2.00  0.1867  0.5836  0.2978
  4.00  0.1399  0.8338  0.2573
thick-liner limit of T = 0.1011
Modulus scan, t = 0.50 um: E(GPa), T, F
  0.3  0.0587  0.0858
  1.0  0.1735  0.2537
  3.0  0.3932  0.5760
  10.0  0.7055  1.0393
  30.0  0.9092  1.3603
Poisson scan, E = 3 GPa: nu, k(GPa), T
  0.350  3.70  0.3932
  0.450  10.34  0.6158
  0.490  50.34  0.9106
  0.499  500.33  1.0376
T = 1 at nu = 0.49662
stiff liner E = 600 GPa, nu = 0.30: T = 0.9325
harmful liner: E = 30 GPa, nu = 0.35, alpha = 63 ppm/K
  g = 0.575, c = 3.544, T = 0.9092, F = 1.5859, S/S0 = 1.3106
thin-liner scale t_c = 0.2693 um, thin estimate T = 0.3501
thin-limit error: full scale 0.0431, one tenth 0.0044
best thickness: formula 1.0421 um, search 1.0421 um
x at best thickness = 0.4603, smallest F = 0.5309
radius for 50 MPa: bare 13.00 um, lined 9.86 um
```
